# Rocking curves of strained multilayers by closed Riccati steps

## The physical question

A silicon wafer carries a stack of thin silicon-germanium layers. The alloy planes match the wafer sideways and are therefore stretched apart along the surface normal. An X-ray beam is reflected by the planes parallel to the surface while the crystal is rocked through the Bragg angle. The curve shows a strong, narrow substrate peak and weak satellites that carry the thickness and strain of the layers. A calculation must treat the substrate dynamically, since nearly all the beam is reflected there, and must keep the phases of all the layers.

The method below carries one complex number, the ratio of reflected to incident amplitude, from the substrate to the surface. Three errors have to be kept apart: that of the differential equation, that of its solution in a layer, and that of representing the sample by uniform layers.

## From the wave equation to an amplitude ratio

Let $z$ point into the crystal, let fields vary in time as $e^{-i\omega t}$, and let $\theta$ be the glancing angle, $s=\sin\theta$. For an electric field parallel to the surface and perpendicular to the plane of incidence, the field is $\psi(z)e^{ikx\cos\theta}$ with

$$\psi''+k^2\,(s^2+\chi(z))\,\psi=0 ,\qquad k=2\pi/\lambda .$$

Neutrons obey the same equation: dividing $-(\hbar^2/2m)\nabla^2\Psi+V\Psi=E\Psi$ by $-\hbar^2/2m$ gives $\chi=-V/E$. A positive imaginary part of $\chi$ means absorption. Of the periodic susceptibility we keep the average and the two harmonics that couple the beams,

$$\chi=\chi_0+\chi_h e^{-i\varphi}+\chi_{-h}e^{i\varphi},\qquad \varphi'(z)=h=2\pi/d ,$$

where $d$ is the local plane spacing. Write $\psi=D_0e^{iksz}+D_he^{-iksz}$. Then

$$\psi''=(D_0''+2iksD_0'-k^2s^2D_0)e^{iksz}+(D_h''-2iksD_h'-k^2s^2D_h)e^{-iksz}.$$

The terms in $k^2s^2$ cancel. Define the slow phase $u=2ksz-\varphi$. The harmonic $\chi_h$ turns the incident wave into $\chi_hD_0e^{iu}e^{-iksz}$, and $\chi_{-h}$ turns the reflected wave into $\chi_{-h}D_he^{-iu}e^{iksz}$. The other two products oscillate near $e^{\pm3iksz}$ and match neither wave. Dropping them and the second derivatives leaves the Takagi-Taupin pair

$$D_0'=\frac{ik}{2s}\left(\chi_0D_0+\chi_{-h}e^{-iu}D_h\right),\qquad
D_h'=-\frac{ik}{2s}\left(\chi_0D_h+\chi_he^{iu}D_0\right).$$

Set $X=(D_h/D_0)e^{-iu}$. Then $X'=(D_h'/D_0)e^{-iu}-X\,D_0'/D_0-iu'X$, and with $u'=2ks-h$,

$$\frac{dX}{dz}=i\,(p+qX+rX^2),$$

$$p=-\frac{k\chi_h}{2s},\qquad q=-\left(\frac{k\chi_0}{s}+2ks-h\right),\qquad r=-\frac{k\chi_{-h}}{2s}.$$

The detuning $2ks-h$ has not been expanded about the Bragg angle, which matters when strained layers are far off resonance. In vacuum both waves have the same normal wave number, so the reflectivity is $R=|X|^2$ at the surface.

## The closed step and the substrate

Let $y=-z$ be height. In a uniform layer put $X=E/F$ with $dF/dy=irE$ and $dE/dy=-i(pF+qE)$. The quotient rule returns $dX/dy=-i(p+qX+rX^2)$, so this linear pair is equivalent to the Riccati equation. In matrix form

$$\frac{d}{dy}\begin{pmatrix}F\\E\end{pmatrix}=-i\left(\frac q2+N\right)\begin{pmatrix}F\\E\end{pmatrix},\qquad
N=\begin{pmatrix}-q/2&-r\\p&q/2\end{pmatrix}.$$

Multiplication gives $N^2=S^2/4$ times the unit matrix, with $S^2=q^2-4pr$. The exponential series therefore splits into even and odd parts,

$$e^{-i(q/2+N)t}=e^{-iqt/2}\left[\cos\frac{St}{2}-\frac{2i}{S}\sin\frac{St}{2}\,N\right].$$

Apply it to $(1,X)$, and divide both components by $e^{-iqt/2}\cos(St/2)$, which leaves their ratio unchanged:

$$X_{\rm top}=\frac{X-i\tau(2p+qX)}{1+i\tau(q+2rX)},\qquad \tau=\frac{\tan(St/2)}{S}.$$

Since $\tau$ is even in $S$, the sign of the square root is irrelevant here. If $S=0$, then $\tau=t/2$.

For the substrate the sign does matter. The fixed points are $X_\pm=(-q\pm S)/(2r)$. Using $dX/dy=-ir(X-X_+)(X-X_-)$,

$$\frac{d}{dy}\ln\frac{X-X_-}{X-X_+}=-ir(X_--X_+)=iS .$$

With $\operatorname{Im}S>0$ this quotient decays as $e^{-y\operatorname{Im}S}$. Every starting value except $X_+$ is drawn to

$$X_-=-\frac{q+S}{2r},$$

which is the ratio at the top of a thick absorbing crystal. Starting from $X=0$, a 2 mm silicon crystal reproduced it within $2.3\times10^{-8}$ over $\pm60$ arcsec (the worst point is at 1.43 arcsec, where $\operatorname{Im}S$ has a narrow minimum that a 0.25 arcsec grid misses), with the parameters given below.

Without absorption, and with $\chi_h=\chi_{-h}$ real, $S$ is imaginary when $|2ks-h+k\chi_0/s|<k|\chi_h|/s$. There $|q+S|^2=q^2+4pr-q^2=4pr$, so $|X_-|^2=p/r=1$: total reflection. The quantity $2ks$ spans $2k|\chi_h|/s$, hence $\Delta s=|\chi_h|/s$ and

$$\Delta\theta=\frac{|\chi_h|}{s\cos\theta}=\frac{2|\chi_h|}{\sin2\theta}.$$

## Interfaces and strain

Across an interface $D_0$ and $D_h$ are continuous, up to corrections of relative order $\chi/s^2$ that belong to specular reflection. Since $D_h/D_0=Xe^{iu}$ and $u=2ksz-\varphi$,

$$X_{\rm above}=X_{\rm below}\,e^{i(\varphi_{\rm above}-\varphi_{\rm below})}.$$

Thus $X$ is continuous where the lattice phase is continuous. A coherent interface is modelled in this way; a rigid displacement of the planes needs the phase factor.

The alloy has a relaxed lattice constant larger by the fraction $f$. Forced onto the substrate, it has in-plane strain $e_\parallel=-f/(1+f)$. The cubic elastic energy density is

$$W=\tfrac12C_{11}(2e_\parallel^2+e_\perp^2)+C_{12}(e_\parallel^2+2e_\parallel e_\perp).$$

The surface is free, so $\partial W/\partial e_\perp=0$, giving $e_\perp=2(C_{12}/C_{11})f/(1+f)$. The spacing is

$$d_{\rm alloy}=d_{\rm sub}(1+f)(1+e_\perp)=d_{\rm sub}\left[1+f\left(1+\frac{2C_{12}}{C_{11}}\right)\right].$$

**Algorithm.** At each angle:

1. Set $X=X_-$ for the substrate.
2. For each layer, from the bottom up, apply any interface phase, compute $p,q,r$, and apply the closed step.
3. At the surface, take $R=|X|^2$.

The cost is proportional to the number of layers and does not depend on their thickness.

## What splitting a uniform crystal proves

Cutting a layer should change nothing. In the basis used above, a step is the matrix $1-2i\tau N$ up to a common factor. Two steps with $\tau=a$ and $\tau=b$ give

$$(1-2iaN)(1-2ibN)=1-abS^2-2i(a+b)N ,$$

which is a step with $\tau=(a+b)/(1-abS^2)$. For $\tau=\tan(St/2)/S$ this is the addition theorem of the tangent, and the pieces combine to the whole. If the tangent is truncated to its argument, $a=t_1/2$ and $b=t_2/2$ give $\tfrac12(t_1+t_2)/(1-t_1t_2S^2/4)$, whereas a single truncated step of thickness $t_1+t_2$ has $\tau=\tfrac12(t_1+t_2)$. Splitting detects this fault.

The argument holds for any constants $p,q,r$. Splitting therefore cannot show that the coefficients are right. Kinematic theory, obtained by setting $r=0$, is a clear example. A 5000 nm silicon crystal with no reflector beneath it was cut at random into 1000 pieces:

| Step | Largest change in $X$ | Peak $R$ |
|---|---:|---:|
| Full | $5\times10^{-15}$ | 0.737 |
| Kinematic, $r=0$ | $5\times10^{-15}$ | 1.787 |
| Truncated tangent | 0.48 | not used |

The kinematic curve passes, yet it reflects more than it receives. Invariance under splitting is a necessary test of the step; the coefficients, the interface rule and the approximations need another one.

## Error against the full wave equation

The independent reference is the second-order equation for $\psi$. Each lattice plane is cut into slices of constant $\chi$, and $(\psi,\psi'/ks)$ is carried across each slice by sines and cosines. The substrate solution is the eigenvector of the one-plane matrix that decays downward. This calculation keeps the second derivatives, the nonresonant products and specular reflection. It uses the same three Fourier terms of $\chi$, so it does not test the omission of higher harmonics.

The slicing has its own error. Replacing a harmonic by $n$ midpoint values multiplies its Fourier coefficient by $\sin(\pi/n)/(\pi/n)\approx1-\pi^2/(6n^2)$. For the multilayer below, going from 256 to 512 slices changed the reflected amplitude by at most $2.5\times10^{-4}$, at the narrow lower edge of total reflection near 1.54 arcsec (a 0.05 arcsec grid shows only $1.7\times10^{-4}$). A second-order error leaves a third of this, $8\times10^{-5}$, at 512 slices.

Between $-1500$ and $600$ arcsec from the substrate Bragg angle, the Riccati amplitude differed from the 512-slice reference by at most $1.2\times10^{-4}$ ($9\times10^{-5}$ on a 0.05 arcsec grid). That maximum lies at the lower edge, where the slicing error of the reference is the larger part. With a converged reference the maximum is about $8\times10^{-5}$. More than 50 arcsec from the Bragg angle the difference was at most $2\times10^{-5}$, comparable with the neglected specular amplitude $|\chi_0|/(4s^2)=1.15\times10^{-5}$. The larger error near the peak is consistent with

$$\frac{dX_-}{dq}=-\frac{1}{2r}\left(1+\frac qS\right),$$

whose factor $1+q/S$ tends to zero far from the peak and grows where $S$ becomes small. With the absorption used here, its modulus is about 13 at the lower edge of total reflection but only about 1.8 at the upper edge. Against the converged reference the largest error nevertheless lies at the upper edge, near 5 arcsec, so this sensitivity does not by itself fix the size of the error.

The interface rule was tested with a film of 2000 silicon planes on silicon, the substrate lattice phase being ahead by $\pi/2$. The amplitude agreed with the converged wave equation within $6\times10^{-5}$, and with the 512-slice reference within $1.2\times10^{-4}$. Ignoring the displacement would change the reflectivity by up to 0.064.

## Error from slicing a strain gradient

If $h$ varies continuously, cut the region into slices of thickness $w$ and use the midpoint value. Take $h$ first as linear in $y$. Within a slice the true $q$ then differs from the one used by $\delta q=(dh/dy)(y-y_m)$. To first order the exact $X$ at the top minus the computed one is $-i\int G(y)\,\delta q(y)\,dy$, where $G$ is $X$ times the factor that carries a small change to the surface. The constant part of $G$ integrates to zero; its linear part leaves

$$-i\,\frac{dh}{dy}\frac{dG}{dy}\frac{w^3}{12}.$$

If $h$ is curved, the quadratic part of $\delta q$ adds $-iG\,(d^2h/dy^2)\,w^3/24$, which is of the same order in $w$. There are $t/w$ slices, so the total error is of order $w^2$. For a 100 nm silicon-like region in which $h$ falls linearly with height by the fraction 0.00712, at the Bragg angle of the mean $h$, 100 slices gave an error in $X$ of $3.47\times10^{-6}$ and 200 slices $8.67\times10^{-7}$, relative to an adaptive solution. Their ratio is 4.00.

## A silicon-germanium superlattice

The parameters are rough, round values in the regime of silicon with about ten per cent germanium, the 004 reflection and 8 keV X-rays:

- $\lambda=0.15498$ nm, $d_{\rm sub}=0.1358$ nm, $f=0.004$, $C_{12}/C_{11}=0.39$.
- Silicon: $\chi_0=(-15+0.35i)\times10^{-6}$, $\chi_{\pm h}=(-8+0.33i)\times10^{-6}$.
- Alloy: $\chi_0=(-16.5+0.40i)\times10^{-6}$, $\chi_{\pm h}=(-9+0.38i)\times10^{-6}$.

The strain against the substrate is $0.004(1+0.78)=0.00712$. Each of three periods has 74 alloy planes (10.12 nm) below 221 silicon planes (30.01 nm). The period is $\Lambda=40.13$ nm and the stack 120.4 nm thick.

The Bragg angle follows from $s=0.15498/0.2716=0.5706$, or $34.79^\circ$. The lossless plateau is 3.52 arcsec wide. Its centre is at $q=0$, where $\Delta s=-\chi_0/(2s)=1.31\times10^{-5}$; division by $\cos\theta=0.821$ gives 3.3 arcsec. The plateau thus begins near 1.5 arcsec. The computed peak, $R=0.964$ with a full width at half maximum of 3.71 arcsec, lies at 1.64 arcsec, close to this lower edge. There $q=k|\chi_h|/s=2r$ and $S=0$, so $X_-=-1$ without absorption. At that edge the field on the atomic planes of the substrate, proportional to $1+X_-$ at $\varphi=0$, vanishes, and absorption is weak. This does not carry over to the film, where the strained layers rotate the phase of $X$.

For the satellites, scattering in the film is weak. Dropping $r$, a contribution to $X$ acquires the phase $-qt$ in crossing a layer. Successive periods add in phase when

$$2ks\Lambda+\frac ks\sum_j\chi_{0j}t_j-\sum_jh_jt_j=2\pi m ,$$

with real parts of $\chi_0$ and the sums over one period. Neglecting the small change of the refraction term, the spacing is $\Delta s=\lambda/(2\Lambda)=0.00193$, or about 485 arcsec. In a test stack of 40 periods without a reflecting substrate, the maxima for $m=-1,0,1$ lay at most one step of the search grid, 0.0002 of a spacing, from the law.

| Order | Predicted offset (arcsec) | $R$, Riccati | $R$, wave equation |
|---:|---:|---:|---:|
| $-1$ | $-736.2$ | $1.709\times10^{-4}$ | $1.708\times10^{-4}$ |
| 0 | $-252.0$ | $9.150\times10^{-4}$ | $9.147\times10^{-4}$ |
| $+1$ | 232.9 | $3.923\times10^{-4}$ | $3.925\times10^{-4}$ |

These reflectivities are taken at the predicted angles. With three periods the actual maximum of order $-1$ is near $-743$ arcsec, about 6.6 arcsec away. Both the finite stack and interference with the substrate shift it: with no reflector beneath them the three periods alone put this maximum near $-753$ arcsec. A period should therefore be fitted with the whole curve when so few periods are present.

## Errors of the sample and the instrument

For a real wafer the numerical error is small beside several effects left out of the model. From $\lambda=2d\sin\theta$, an energy spread blurs the angle by $\tan\theta\,\Delta E/E$. A rough relative spread of $1.3\times10^{-4}$, taken as uncorrelated with beam direction, gives 18.6 arcsec. Taken as the full width at half maximum of a Gaussian, this lowers the reflectivity at the angle of the main peak from 0.964 to about 0.20. The calculated curve must be folded with the instrument function before its peak is compared with a measurement.

The film also bends the wafer. Let $H$ be the total thickness, $t_f$ the summed alloy thickness, placed at the top, and $e_0+\kappa y$ the strain at height $y$ above the back face. For equal elastic moduli, zero force and zero moment require

$$e_0H+\frac{\kappa H^2}{2}=ft_f,\qquad
\frac{e_0H^2}{2}+\frac{\kappa H^3}{3}=ft_f\left(H-\frac{t_f}{2}\right).$$

Subtracting $H/2$ times the first from the second gives $\kappa=6ft_f(H-t_f)/H^3$. With $t_f=30.4$ nm on a 0.5 mm wafer the radius is 343 m. A 1 mm beam covers $1/s=1.75$ mm and is blurred by 1.05 arcsec.

Thermal vibration multiplies $\chi_h$ by $e^{-B/(4d^2)}$. A rough $B=0.005\ {\rm nm}^2$ gives 0.9345, and at fixed angle order $-1$ falls to 0.873 of its value, the square of that factor. This is a sensitivity and not a correction still to be applied in full: the ratio $\operatorname{Im}\chi_h/\operatorname{Im}\chi_0=0.33/0.35$ used above already carries about this factor, and the rounded real part lies between the static and the thermal value. Interdiffusion with an error-function profile of standard deviation 1 nm raises the same point by 1.5 per cent. It does not act here as simple damping; the cause was not isolated.

Finally, coherence may be lost. For shear modulus $\mu$ and Poisson ratio $\nu$, the standard elastic line tension of a 60-degree dislocation with Burgers vector of length $b$ is $\mu b^2(1-\nu/4)[\ln(t/b)+1]/[4\pi(1-\nu)]$. The misfit stress $2\mu f(1+\nu)/(1-\nu)$ acts on the misfit component $b/2$ over the thickness $t$, giving the force $\mu f(1+\nu)bt/(1-\nu)$. Equating the two gives the equilibrium estimate

$$t_c=\frac{b(1-\nu/4)}{4\pi(1+\nu)f}\left(\ln\frac{t_c}{b}+1\right),$$

with $b=0.384$ nm and $\nu=0.28$. It is about 30 nm for one alloy layer and about 150 nm for a stack with the mean misfit 0.00101. Both exceed the thicknesses used, though the estimate depends on the assumed dislocation core. A relaxed film has another spacing and lateral disorder, so this one-dimensional model no longer applies. The method also fails at grazing angles, where $|\chi|/s^2$ is not small, and where a further Bragg reflection is excited.

## Numbers as computed

```
photon energy 8000 eV, wavelength 0.15498 nm
substrate spacing 0.1358 nm, alloy 0.136767 nm
misfit 0.0040, C12/C11 0.39
perpendicular strain against substrate 0.00712
Si chi0 -1.500e-05+3.500e-07j, chih -8.000e-06+3.300e-07j
alloy chi0 -1.650e-05+4.000e-07j, chih -9.000e-06+3.800e-07j
planes: alloy 74, Si 221; periods 3
thickness: alloy 10.121 nm, Si 30.012 nm
period 40.133 nm, stack 120.40 nm
substrate Bragg angle 34.7934 deg
closed step minus matrix exponential 1.7e-16
2 mm crystal minus fixed point 3.6e-09
split crystal 5000 nm, pieces 1000
split error, full theory 4.8e-15
peak reflectivity, full theory 0.7368
split error, kinematic (r=0) 5.0e-15
peak reflectivity, kinematic 1.7873
split error, truncated tangent 0.483
lossless plateau: curve 3.521, law 3.521 arcsec
max amplitude error against wave eq. 9.0e-05
same, beyond 50 arcsec from Bragg 2.0e-05
wave eq. shift, 256 to 512 slices 1.7e-04
quarter-plane jump: amplitude error 5.0e-05
quarter-plane jump: reflectivity change 0.064
graded strain error, 100 slices 3.47e-06
graded strain error, 200 slices 8.67e-07
graded strain error ratio 4.000
satellite law error / spacing, 40 periods 0.0002
main peak offset 1.64 arcsec
main peak reflectivity 0.9638
main peak full width at half maximum 3.70 arcsec
order -1: -736.2 arcsec, R 1.7090e-04, wave eq. 1.7081e-04
order +0: -252.0 arcsec, R 9.1503e-04, wave eq. 9.1474e-04
order +1: 232.9 arcsec, R 3.9228e-04, wave eq. 3.9249e-04
order -1 actual maximum -742.7 arcsec, R 1.7195e-04
specular amplitude |chi0|/(4 s^2) 1.15e-05
relative energy bandwidth (rough) 1.3e-04
bandwidth blur 18.63 arcsec
main peak after bandwidth blur 0.1981
wafer 0.5 mm, beam 1.0 mm
curvature radius 343 m
curvature blur 1.05 arcsec
thermal B factor (rough) 0.005 nm^2
thermal factor on chih 0.9345
order -1 ratio with thermal vibration 0.8732
interdiffusion sigma 1.0 nm
order -1 ratio with interdiffusion 1.0153
relative shift, 0.5 to 0.25 nm slices 1.8e-04
critical thickness, one alloy layer 29.7 nm
mean misfit 0.00101, critical stack 153.9 nm
```
